# Why Subsurface Boron Empties the Adatom Orbitals of Si(111)-√3

## What symmetry fixes

The √3×√3 cell of Si(111) considered here contains one silicon adatom on a threefold axis. It sits in the T4 position, bonded to three top-layer atoms and directly above a second-layer atom. In mean field, with this period kept and no magnetic order, each band holds two electrons per cell, one of each spin. An odd number of electrons per cell therefore leaves at least one band partly filled. An even number allows every band to be full or empty, though it does not guarantee this.

Boron has one valence electron fewer than silicon. One boron atom per cell therefore changes the count from odd to even, which is why boron can remove the partly filled band completely. Parity does not say which orbital loses the electron. That is a question of energy.

The threefold symmetry also limits what the adatom's outward orbital can mix with. Built from $s$ and $p_z$, it is unchanged by the rotations and mirrors of its site, so it couples equally to the three equivalent bonds between the atom below and the top layer. It may couple differently to the vertical bond beneath that atom.

Let $V_i$ be the couplings to the four bond orbitals $|i\rangle$, taken to have one common energy and no coupling among themselves. The adatom orbital then couples to the single normalized combination

$$|b\rangle=\frac{1}{V}\sum_i V_i|i\rangle,\qquad V^2=\sum_i V_i^2 .$$

Any combination orthogonal to $|b\rangle$ has zero coupling to the adatom and stays a filled bond. If the adatom orbital's couplings to all other orbitals, such as those of the adatom's own three bonds, are neglected, one bond orbital and one adatom orbital per cell are enough. Atomic units are used in the algebra, and energies are measured from the bond level beside boron. If the adatom level is $\Delta$, its occupation can depend on the ratio $V/\Delta$ alone, until hopping between adatoms adds a second ratio.

## Counting the electrons

Start without boron. The three top-layer atoms bring one dangling electron each, and the adatom brings four. Three back bonds use six electrons, so

$$3+4-6=1$$

electron is left in the adatom's outward orbital.

Now replace the second-layer atom under the adatom by boron, in the site called S5. Its four bonds, three to the top layer and one downward, need eight electrons. The four silicon neighbours supply four and boron supplies three, so one is missing. If the adatom electron fills that place, all bonds are paired and the outward orbital holds $1-1=0$ electrons. Boron has five near neighbours here but four bonds; the adatom is the fifth neighbour.

The same count would hold for a boron atom placed as the adatom itself: its three electrons and the three dangling electrons fill three back bonds, and $3+3-6=0$. Counting therefore does not explain why boron goes below the surface. That choice depends on total energies, including strain, which are not calculated here.

## Why the bond takes the electron

A bond orbital is formed from two hybrids that point at each other. Let the silicon hybrid have energy $h$, the boron hybrid $h+\eta$, and their coupling be $-w$. The two levels $E$ satisfy

$$(h-E)(h+\eta-E)=w^2,$$

and the lower one is

$$E_{\rm bond}=h+\frac{\eta}{2}-\sqrt{\frac{\eta^2}{4}+w^2}.$$

For $w\neq0$ the square root exceeds $|\eta|/2$, so $E_{\rm bond}<h$. If the dangling orbital also has energy $h$, its height above the bond is

$$\Delta=\sqrt{\frac{\eta^2}{4}+w^2}-\frac{\eta}{2}>0 .$$

The dangling electron has no partner hybrid to lower its energy, whereas the vacancy in the boron bonds does. The advantage shrinks to about $w^2/\eta$ when $\eta\gg w$, that is, when the boron hybrid lies far too high.

This estimate treats one bond at a time. In a crystal the bonds broaden into bands, and a hole moves to the top of the filled band, which reduces $\Delta$. Electron repulsion also matters. The sign of the energy difference therefore needs a many-electron calculation.

## A test on a piece of the surface

The test piece is a hydrogen-capped cage holding the adatom, three top-layer silicon atoms, the atom X below the adatom, and the silicon atom beneath X. X is either silicon or boron. The geometry is held fixed between the two, with round distances of the size expected at this surface, so no difference between the two comes from moved atoms. The bonds at X are 2.20 angstrom long, so the X = Si cage is compressed relative to the bulk Si–Si bond of 2.35 angstrom. The method is Hartree–Fock, with a LANL2DZ core potential and basis on silicon and 6-31G on boron and hydrogen. It omits electron correlation, polarization functions, relaxation and the rest of the crystal.

With X = Si there is one unpaired electron. Its orbital has a larger weight on the adatom than on any other atom, but that weight is 0.43 (0.48 when d functions are added on silicon and boron), so somewhat more than half of the orbital lies elsewhere in the cage. "The adatom orbital" is thus a short name for a state centred on the adatom. This same orbital holds 1.00 electron when X = Si and 0.08 when X = B (0.10 with d functions). With the adatom raised by 0.20 angstrom the second figure becomes 0.14. There the orbital was carried along rigidly and not recalculated for the new height, so the increase does not measure the effect of height alone.

The paired electrons can be followed too. The boron cage has 34 treated electrons. Removing the boron $1s$ pair leaves 32, or 16 pairs. When these are localised and each is assigned to the two atoms where it is largest, they match the 16 expected bonds: nine Si–H, three adatom–top, three boron–top and one boron–lower silicon. Four pairs belong to boron. None is a lone pair on the adatom or an adatom–boron bond, although the adatom–boron distance, 2.20 angstrom, equals the length of boron's bonds in this geometry.

To test the energy, one electron is returned to the outward orbital, giving a triplet in which that orbital holds 0.99 electrons and the bonds are one short. This state lies 0.78 eV above the singlet with the orbital empty. The sign is stable but the size is not: d functions give 0.72 eV, and second-order (MP2) correlation raises the difference to about 1.7 eV. In this comparison the transfer is therefore favourable. The singlet was kept fully paired. It is not the lowest Hartree–Fock solution: letting the two spins use different orbitals lowers the energy by 0.03 eV and raises the occupation of the outward orbital from 0.08 to 0.20. Hartree–Fock tends to favour unpaired spins, as the MP2 shift indicates, so this partial unpairing may come from the method; the orbital is mostly empty either way. The calculation does not show how the hole is shared among the bonds, and 0.78 eV should not be read as a surface band gap: in the triplet the electron and hole are close together and attract each other.

One result limits the language of charge transfer. The adatom's Löwdin population is 3.90 valence electrons with X = Si and 3.89 with X = B, a fall of less than 0.01. Yet the outward orbital has lost $1.00-0.08=0.92$ electrons, of which a share of 0.43, about 0.4 electrons, was on the adatom. If cross terms between orbitals are neglected, the other orbitals must have returned nearly the same amount: the bonds have shifted toward the adatom. Löwdin populations depend on the basis, so the near-perfect balance has no special meaning: counting the density in a real-space cell around the adatom gives a fall of about 0.09, still well below 0.4. The statement that boron "accepts the electron" is supported as a statement about orbitals. It does not mean that a whole unit of charge leaves the adatom.

## How empty is the empty orbital?

For one site the model Hamiltonian, in the order bond, adatom, is

$$H=\begin{pmatrix}0&V\\V&\Delta\end{pmatrix}.$$

Its levels obey $E(E-\Delta)=V^2$. With $R=\sqrt{\Delta^2+4V^2}$ they are

$$E_\pm=\frac{\Delta\pm R}{2}.$$

Let the lower state have amplitudes $c_b$ and $c_a$ on the bond and the adatom. The first row gives $Vc_a=E_-c_b$, so the normalized adatom weight is

$$s^2=\frac{E_-^2}{E_-^2+V^2}.$$

To simplify it, use $E_-^2=(R-\Delta)^2/4$ and $V^2=(R^2-\Delta^2)/4=(R-\Delta)(R+\Delta)/4$. The denominator becomes

$$E_-^2+V^2=\frac{R-\Delta}{4}\left[(R-\Delta)+(R+\Delta)\right]=\frac{(R-\Delta)R}{2},$$

and therefore

$$s^2=\frac{R-\Delta}{2R}=\frac12\left(1-\frac{\Delta}{\sqrt{\Delta^2+4V^2}}\right).$$

Two electrons fill the lower state, so the nominally empty adatom orbital holds $2s^2$ electrons. For $V\ll\Delta$, $R\approx\Delta+2V^2/\Delta$ and the occupation is approximately $2V^2/\Delta^2$. These electrons are the tail of a filled bond. They are paired and leave no free spin.

Take the round values $\Delta=1.50$ eV and $V=0.30$ eV. Then $R=\sqrt{2.25+0.36}=1.616$ eV, and

$$2s^2=1-\frac{1.50}{1.616}\approx0.072 .$$

The cage gave 0.076, but about 0.035 of that comes from the adatom's own three bonds, which the model omits, and only about 0.04 from boron's four bonds, and the model parameters were not derived from the cage. The closeness is therefore not evidence for their values.

The sign of $\Delta$ decides what the even electron count means. At $\Delta=0$ the pair is shared equally. For $\Delta<0$ and $|\Delta|\gg V$, $s^2$ approaches 1: the adatom holds a lone pair and the bond orbital is empty. The count is still even, but the explanation in terms of an empty adatom orbital has failed.

## From one adatom to a surface band

Adatoms form a triangular lattice. Let $t>0$ be the hopping between neighbours, and let $\theta_1,\theta_2$ be the Bloch phases along two lattice vectors. The six neighbours give

$$\varepsilon=\Delta+2t\left[\cos\theta_1+\cos\theta_2+\cos(\theta_1-\theta_2)\right].$$

Define $S=1+e^{i\theta_1}+e^{i\theta_2}$. Multiplying out $|S|^2$ gives 3 plus twice the bracket, so

$$\varepsilon=\Delta+t(|S|^2-3).$$

Three unit phasors can cancel or align, so $|S|^2$ runs from 0 to 9 and $\varepsilon$ runs from $\Delta-3t$ to $\Delta+6t$. With bond levels that do not disperse, the two bands follow from the one-site result with $\Delta$ replaced by $\varepsilon$:

$$E_\pm(\varepsilon)=\frac{\varepsilon\pm\sqrt{\varepsilon^2+4V^2}}{2}.$$

Their slopes, $\frac12\left(1\pm\varepsilon/\sqrt{\varepsilon^2+4V^2}\right)$, are positive for $V\neq0$. The upper band thus has its minimum at the smallest $\varepsilon$, and the lower band has its maximum at the largest:

$$E_{\rm gap}=E_+(\Delta-3t)-E_-(\Delta+6t).$$

For $t=0.06$ eV the limits of $\varepsilon$ are 1.32 and 1.86 eV. They give $E_+=1.385$ eV and $E_-=-0.047$ eV, hence a gap of 1.43 eV. Diagonalizing a lattice of 324 cells gives the same value.

In this model $E_+E_-=-V^2$, so for $V\neq0$ one band lies above zero and the other below it, whatever the sign of $\Delta$. A gap alone does not prove that the adatom orbital is empty; the weight $s^2$ is needed as well. Dispersion of the bonds, which the model omits, could close the gap.

Without boron there are three electrons per cell. The bond level is then set lower, because silicon's core carries one more unit of charge than boron's. The shift used, 0.30 eV, is a round choice: in the cage the localised bonds at X lie about 2 eV lower for silicon than for boron. Two electrons fill the lower band and one half-fills the upper band, whose width is 0.53 eV. In the 324-cell lattice the last filled level has the same energy as an empty one, so there is no gap. The adatom orbital holds 1.02 electrons.

This mean-field metal should not be trusted too far. The bare repulsion of two electrons in the cage's dangling orbital is 6.47 eV (6.94 eV with d functions). Dividing by $(11.7+1)/2$, a rough factor for screening at a silicon surface, leaves about 1.0 eV, nearly twice the model bandwidth. The electrons may therefore localise, one per adatom, and open a gap by repulsion. Their unpaired spins would remain. Boron removes the unpaired electrons themselves, whether they would have formed a metal or not.

## When some boron is missing

If a fraction $x$ of the adatoms has boron below, there are $3-x$ electrons per cell. Two fill the lower states and $1-x$ enter the upper ones. Let $\overline{s^2}$ be the site average of the lower state's adatom weight. Each adatom orbital has total weight 1 over all states, so the upper states have average weight $1-\overline{s^2}$. If the occupied upper states are typical of their band, the adatom occupation is

$$n_{\rm ad}\approx2\overline{s^2}+(1-x)(1-\overline{s^2}).$$

At $x=0.50$ this gives 0.546, against 0.545 from diagonalizing a random arrangement. At $x=0.90$ both give about 0.165, compared with 0.073 at full coverage. The surface is passivated in proportion to its boron coverage, and each missing boron atom returns one electron to the adatom band. The average does not say which adatoms hold those electrons.

## The model beside real silicon

The real surface can be prepared by annealing heavily boron-doped silicon, so that boron collects beneath the adatoms. With a surface spacing of 3.84 angstrom, full coverage means $2.6\times10^{14}$ adatoms per cm². The model gap of 1.43 eV is larger than the bulk silicon gap, roughly 1.1 eV at room temperature. If the model's filled level were the bulk valence edge, its empty band would overlap bulk conduction states. The chosen $\Delta$ is therefore on the high side for a surface band lying inside the bulk gap, and 1.43 eV is not a prediction. The assumption most directly broken by an imperfect surface is complete coverage: in the model, 10% missing boron more than doubles the adatom occupation, from 0.073 to 0.165.

Heat is a much smaller effect. At 300 K, with the Fermi level at the top of the filled band, the model places about $2\times10^{-25}$ thermal electrons on each adatom; with the Fermi level at midgap the figure is $2\times10^{-13}$. Even for an energy separation of 0.8 eV, the estimate $2e^{-0.8/0.0259}$ is about $10^{-13}$.

An n-type substrate can supply more, provided the empty surface band lies below the substrate's Fermi level. For donor density $N$, depletion depth $W$ and relative permittivity $\kappa$, the field at depth $z$ is $4\pi N(W-z)/\kappa$. Integrating from 0 to $W$ gives the band bending $B=2\pi NW^2/\kappa$, so the electrons sent to the surface per unit area are

$$n_s=NW=\sqrt{\frac{\kappa NB}{2\pi}} .$$

For $N=10^{17}$ cm⁻³ and $B=0.50$ eV, $W$ is 804 angstrom and $n_s=8.0\times10^{11}$ cm⁻², or 0.003 electrons per adatom. This is small beside the one electron per adatom that boron removes, so a tiny filling corresponds to a large bending. The half volt only sets the scale. At this doping the Fermi level lies about 0.97 eV above the valence edge, so half a volt requires the empty band to lie within 0.47 eV of that edge. A separation of 0.8 eV allows at most about 0.17 eV of bending, and the model's 1.43 eV allows no transfer at all. Passivation here means the absence of half-filled orbitals. The empty orbitals can still accept electrons, so the surface is electrically active on n-type material if its empty band reaches below the substrate's Fermi level, which is not established here. The values behind these estimates are collected in the numerical output below.

## Numbers as computed

```
A. CAGE, Hartree-Fock, fixed geometry
basis: LANL2DZ with core potential on Si, 6-31G on B and H
top atoms to axis: 2.05 angstrom
X below top plane: 0.80 angstrom
adatom above top plane: 1.40 angstrom
adatom-top bond: 2.48 angstrom
X-top bond: 2.20 angstrom
adatom-X distance: 2.20 angstrom
X-lower Si bond: 2.20; Si-H bond: 1.48 angstrom
electrons treated, X=Si: 33; X=B: 34 (with B 1s pair)
dangling orbital, weight on adatom: 0.427
dangling orbital, weight on X=Si: 0.017
its occupation, X=Si: 1.000 electrons
its occupation, X=B: 0.076 electrons
same, adatom raised 0.20 angstrom: 0.138 electrons
valence pairs, X=B: 16; expected bonds: 16
bond pairs at boron: 4
cost of returning electron (triplet-singlet): 0.78 eV
dangling occupation in triplet: 0.986 electrons
Lowdin valence electrons on adatom, X=Si: 3.901; X=B: 3.894
fall in adatom Lowdin population: 0.007 electrons
B. LATTICE MODEL, round parameters
delta: 1.50 eV; v: 0.30 eV; t: 0.06 eV
bond level where boron is missing: -0.30 eV
cells: 324
gap with boron, diagonalized: 1.4322 eV
gap with boron, formula: 1.4322 eV
level spacing at filling edge, no boron: 0.0000 eV
adatom band width, no boron: 0.527 eV
adatom electrons with boron, diagonalized: 0.0730
adatom electrons with boron, 2*s2: 0.0715
adatom electrons without boron: 1.0230
boron fraction 0.500: adatom electrons 0.5449, formula 0.5461
boron fraction 0.901: adatom electrons 0.1655, formula 0.1649
C. NEGLECTED EFFECTS
surface lattice spacing: 3.84 angstrom
adatom density: 2.61e+14 cm^-2
temperature: 300 K; kT: 0.0259 eV
thermal electrons per adatom, Fermi level at filled top: 1.8e-25
bare repulsion in dangling orbital: 6.47 eV
relative permittivity (rough): 11.7
repulsion with surface screening (rough): 1.02 eV
n-type donors: 1e+17 cm^-3; band bending: 0.50 eV
depletion depth: 804 angstrom
electrons supplied to surface: 8.04e+11 cm^-2
electrons supplied per adatom: 0.00308
```
